# Why Parabolic Theory Overestimates High Confinement Energies in Narrow-Gap Wells

## 1. Two levels that repel

Take two states, one at energy $0$ and one at $-E_g$, coupled by a real matrix element $w$. Second-order perturbation theory raises the upper state by $w^2/E_g$. For $w=\sqrt2\,E_g$ this gives $2E_g$. The true answer can be checked by one multiplication:

$$
E_g\begin{pmatrix}0&\sqrt2\\ \sqrt2&-1\end{pmatrix}\begin{pmatrix}\sqrt2\\1\end{pmatrix}
=E_g\begin{pmatrix}\sqrt2\\1\end{pmatrix}.
$$

The upper level lies at $E_g$, half the perturbative value. The perturbative denominator is the separation of the uncoupled levels. The raised state is farther from the lower uncoupled level than that, by its own energy $E$, and the repulsion is weaker: $E=w^2/(E+E_g)$ gives $2E_g^2/(2E_g)=E_g$.

A conduction electron in a narrow-gap semiconductor is in this situation, with a coupling proportional to its wavevector. Parabolic effective-mass theory keeps the denominator at $E_g$. Confinement fixes the wavevector, approximately or completely, and so tests the dispersion away from the band edge.

## 2. The bulk contribution: a mass that depends on energy

Let $c$ and $v$ be the conduction and valence envelope amplitudes, and let $P$ be their coupling, real and with dimension energy times length. The motion is along the confinement axis $x$, with zero in-plane wavevector. Free-electron terms, remote bands, spin-orbit coupling, strain and space charge are left out. With energy measured from the conduction edge,

$$
Ec=Pk\,v,\qquad (E+E_g)v=Pk\,c .
$$

On the conduction branch $E\ge0$, so $E+E_g$ is not zero and the second equation may be divided by it. Inserting $v=Pk\,c/(E+E_g)$ in the first gives

$$
E=\frac{P^2k^2}{E+E_g}. \tag{1}
$$

Near the edge $E\ll E_g$, and $E\simeq P^2k^2/E_g$. Equating this to $\hbar^2k^2/2m^*$ defines the band-edge mass,

$$
m^*=\frac{\hbar^2E_g}{2P^2}. \tag{2}
$$

Multiplying (1) by $(E+E_g)/E_g$ and using (2) gives the two-band dispersion

$$
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m^*}. \tag{3}
$$

It can be written $E=\hbar^2k^2/2m_w(E)$ with

$$
m_w(E)=m^*\left(1+\frac{E}{E_g}\right). \tag{4}
$$

The mass grows because the denominator in (1) grows: the valence band pushes the conduction state upward less effectively as that state rises.

### Which mass sets a level

"Mass" has two other common meanings. Let $s=1+2E/E_g$. Differentiating (3) with respect to $k$ gives

$$
s\,\frac{dE}{dk}=\frac{\hbar^2k}{m^*}. \tag{5}
$$

Since the velocity is $(dE/dk)/\hbar$, momentum divided by velocity is $m^*s$. Differentiating (5) again,

$$
\frac{2}{E_g}\left(\frac{dE}{dk}\right)^2+s\,\frac{d^2E}{dk^2}=\frac{\hbar^2}{m^*}.
$$

From (5) and (3), the first term is

$$
\frac{2}{E_g}\frac{\hbar^4k^2}{m^{*2}s^2}
=\frac{\hbar^2}{m^*}\,\frac{4(E/E_g)(1+E/E_g)}{s^2}
=\frac{\hbar^2}{m^*}\,\frac{s^2-1}{s^2},
$$

because $s^2-1=4E/E_g+4E^2/E_g^2$. Subtracting it leaves $s\,d^2E/dk^2=\hbar^2/(m^*s^2)$, so the curvature mass is $m^*s^3$.

The mass in (4) is smaller than both for $E>0$. The reason is that $E(k)$ accumulates from the band edge,

$$
E(k)=\int_0^k\frac{\hbar^2k'}{m^*s(k')}\,dk',
$$

and the early part of the integral has the lighter mass. A level at given $k$ needs this accumulated energy, hence (4).

The state also changes character. From $v/c=Pk/(E+E_g)$ and (1), $v^2/c^2=E/(E+E_g)$, so the valence weight is

$$
\frac{v^2}{c^2+v^2}=\frac{E}{2E+E_g}. \tag{6}
$$

It starts at zero and approaches one half at high energy.

## 3. The well contribution alone: hard walls

To isolate the effect of the mass inside the well, let the walls force $c$ to vanish at $x=0$ and $x=L$. Section 6 shows which barrier does this. Replacing $k$ by $-i\,d/dx$,

$$
Ec=-iPv',\qquad (E+E_g)v=-iPc'.
$$

Substituting $v=-iPc'/(E+E_g)$ and using $(-i)^2=-1$,

$$
-P^2c''=E(E+E_g)c .
$$

The solutions are $c\propto\sin k_nx$ with $k_n=n\pi/L$, $n=1,2,\dots$. The valence envelope is then a cosine and does not vanish at the walls; the equations are of first order, so both components cannot be set to zero there.

The allowed wavevectors are those of the parabolic well. Only the energy assigned to each differs. With

$$
\varepsilon_n=\frac{\hbar^2\pi^2n^2}{2m^*L^2}
$$

for the parabolic level, (3) reads $E_n^2+E_gE_n-E_g\varepsilon_n=0$. The positive root is

$$
E_n=\frac{E_g}{2}\left[\sqrt{1+\frac{4\varepsilon_n}{E_g}}-1\right]. \tag{7}
$$

The quadratic also gives the parabolic excess directly:

$$
\varepsilon_n-E_n=\frac{E_n^2}{E_g}>0. \tag{8}
$$

With this boundary condition every level is overestimated, and the excess grows with $n$ because $E_n$ does.

### Numbers

Take round model parameters: $E_g=0.4$ eV, $m^*=0.025\,m_0$ and $L=10$ nm, with $m_0$ the free-electron mass. Then $\hbar^2/2m^*=1.524$ eV nm² and $P=0.781$ eV nm. For $n=1$, $k_1=0.3142$ nm⁻¹ and

$$
\varepsilon_1=1.524\times0.3142^2\ \text{eV}=0.1504\ \text{eV},
$$

$$
E_1=0.2\left[\sqrt{1+4(0.1504)/0.4}-1\right]\text{eV}=0.1165\ \text{eV}.
$$

The excess is 0.0339 eV, in agreement with $0.1165^2/0.4$. For $n=2$ the parabolic and two-band values are 0.602 and 0.330 eV; for $n=3$ they are 1.354 and 0.563 eV. The parabolic value is thus too high by factors of 1.29, 1.82 and 2.41, which are also the values of $m_w/m^*$ at these levels. Diagonalizing the two coupled equations on a grid, without using (7), reproduces the three levels to within 0.01%.

Using the momentum mass $m^*s$ in the level formula would mean solving $E(1+2E/E_g)=\varepsilon_n$. For $n=1$ that gives 0.100 eV and for $n=3$ it gives 0.430 eV. Both are too low: the correction has the right sign but is too large.

The valence weights of the three levels are 0.18, 0.31 and 0.37. The third level lies above $E_g$, where the omitted bands can matter in a real material. Its energy shows what this model does and is not a material prediction.

### Weak and strong confinement

For small $z$, $\sqrt{1+z}=1+z/2-z^2/8+z^3/16-\cdots$. With $z=4\varepsilon_n/E_g$, equation (7) becomes

$$
E_n=\varepsilon_n-\frac{\varepsilon_n^2}{E_g}+\frac{2\varepsilon_n^3}{E_g^2}-\cdots. \tag{9}
$$

The series diverges for $\varepsilon_n>E_g/4$, here 0.100 eV. The ground state of the 10 nm well, with $\varepsilon_1=0.150$ eV, is already outside its range, although (7) is perfectly regular there. In a 40 nm well, $\varepsilon_1=9.401$ meV. The quadratic term lowers this to 9.180 meV, while the grid gives 9.190 meV. The remaining 0.010 meV is the size of the cubic term, $2(9.401)^3/400^2$ meV.

In the opposite limit, use $E_g\varepsilon_n=P^2k_n^2$ to rewrite (7) as

$$
E_n=\sqrt{\frac{E_g^2}{4}+P^2k_n^2}-\frac{E_g}{2}
\simeq Pk_n-\frac{E_g}{2}\qquad(Pk_n\gg E_g).
$$

The spacing tends to $\pi P/L=0.245$ eV, whereas the parabolic spacing grows in proportion to $2n+1$. The two-band spacings between the first three levels, 0.213 and 0.233 eV, are already approaching the limit; the parabolic ones are 0.451 and 0.752 eV.

## 4. Finite barriers bring in a second mass

Now let the well occupy $|x|<L/2$, and let the barriers have conduction edge $V$ and valence edge $-D$, with $D\ge E_g$ and the same $P$. In a layer with edges $U_c$ and $U_v$,

$$
(E-U_c)c=-iPv',\qquad (E-U_v)v=-iPc'.
$$

The edges jump by finite amounts, so $c'$ and $v'$ stay finite and both $c$ and $v$ are continuous. Define $m(E)=\hbar^2(E-U_v)/2P^2$. Then

$$
v=-\frac{iP\,c'}{E-U_v}=-\frac{i\hbar^2}{2P}\,\frac{c'}{m(E)},
$$

and continuity of $v$ means continuity of $c'/m(E)$. In the well $U_v=-E_g$ and (4) is recovered. In the barrier,

$$
m_b(E)=m^*\frac{E+D}{E_g}. \tag{10}
$$

This also increases with $E$. But a bound state lies below the barrier's conduction edge, so its barrier mass is smaller than the edge value $m_b(V)$ that parabolic theory uses. Nonparabolicity makes the electron heavier in the well and lighter under the barrier.

Eliminating $v$ gives $c''=-k^2c$ in the well and $c''=\kappa^2c$ in the barrier, with

$$
k=\frac{\sqrt{2m_wE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_b(V-E)}}{\hbar}.
$$

The well is symmetric, so $c$ is even or odd. It decays outside as $e^{-\kappa|x|}$. Matching $c'/(mc)$ at $x=L/2$ gives

$$
\frac{k}{m_w}\tan\frac{kL}{2}=\frac{\kappa}{m_b}\ \text{(even)},\qquad
\frac{k}{m_w}\cot\frac{kL}{2}=-\frac{\kappa}{m_b}\ \text{(odd)}.
$$

Let

$$
t=\frac{k\,m_b}{\kappa\,m_w}=\sqrt{\frac{E\,m_b}{(V-E)\,m_w}} .
$$

The even condition is $\tan(kL/2)=1/t$, so $kL/2=\pi/2-\arctan t$ up to a multiple of $\pi$. The odd one is $\tan(kL/2)=-t$, so $kL/2=-\arctan t$ up to a multiple of $\pi$. Together they are

$$
G(E)\equiv kL+\theta=n\pi,\qquad \theta=2\arctan t. \tag{11}
$$

The first term is phase gathered in the well; $\theta$ describes penetration into the barriers. The parabolic calculation uses the same equation with constant masses $m^*$ and $m_b(V)$.

In all cases compared here $G$ increases with $E$. This is clear for $k$. In $t^2$, the factor $E/m_w$ increases whether $m_w$ is constant or given by (4), and so does $m_b/(V-E)$. Each $n$ therefore has at most one root. A change that raises $G$ at an old level lowers that level; a change that reduces $G$ raises it.

## 5. Weighing the two masses

**The well mass.** Hold $E$ and $m_b$ fixed and vary $\mu=\ln m_w$. Since $k\propto m_w^{1/2}$ and $t\propto m_w^{-1/2}$,

$$
\frac{\partial(kL)}{\partial\mu}=\frac{kL}{2},\qquad
\frac{\partial\theta}{\partial\mu}=\frac{2}{1+t^2}\left(-\frac t2\right)=-\frac{\sin\theta}{2},
$$

where $\sin(2\arctan t)=2t/(1+t^2)$ was used. Hence

$$
\frac{\partial G}{\partial\mu}=\frac12(kL-\sin\theta). \tag{12}
$$

This is positive wherever $G\ge\pi$. If $kL>1$, that follows from $\sin\theta\le1$. If $kL\le1$, then $\theta\ge\pi-kL>\pi/2$; the sine decreases in that range, so $\sin\theta\le\sin kL<kL$. Starting from a level, where $G=n\pi\ge\pi$, a growing well mass keeps $G$ increasing. A heavier well mass therefore lowers every bound level of this well.

**The barrier mass.** Hold $E$ and $m_w$ fixed. A smaller $m_b$ reduces $t$, hence $\theta$ and $G$, and every level rises. The envelope reaches farther into the barrier, because $\kappa\propto m_b^{1/2}$. Yet matching depends on $\kappa/m_b\propto m_b^{-1/2}$, which is larger. The well function must meet the interface with a greater relative slope, closer to a node, and this costs energy.

**The balance at high energy.** As $E\to V$, $t$ diverges for either choice of barrier mass and $\theta\to\pi$. The barrier correction to $G$ disappears, while the larger $k$ remains. For $n\ge2$ a parabolic level reaches the barrier top with $kL\to(n-1)\pi$, so the gain in $kL$ stays finite there, and a level sufficiently near the top is overestimated. The argument does not cover $n=1$: that level nears the top only as $kL\to0$, where the gain in $kL$ vanishes too.

**The balance at low energy.** Consider a wide well and fixed $n$, so that $E_n\to0$. Then $\theta\simeq2t\simeq2k\ell$, with

$$
\ell=\frac{\hbar}{\sqrt{2m^*V}}\sqrt{\frac{m_b}{m^*}},
$$

and (11) becomes $k(L+2\ell)\simeq n\pi$. The barriers act as added width, and $E_n\simeq\varepsilon_n(1-4\ell/L)$ to first order in $\ell/L$. Parabolic theory takes $\ell$ from $m_b(V)$, two-band theory from the smaller $m_b(0)$. The barrier correction is therefore a relative rise of order $1/L$. The well correction in (9) is a relative fall $\varepsilon_n/E_g$, of order $1/L^2$. For a sufficiently wide well the rise wins, and parabolic theory underestimates a low level.

### Numbers for the finite well

Keep the well and set $V=0.7$ eV and $D=0.6$ eV. The barrier edge mass is $(0.7+0.6)/0.4=3.25$ times $m^*$. For the lowest level the parabolic energy is 66.3 meV and the two-band energy 72.5 meV, so the parabolic value is too low by 6.2 meV.

The two contributions can be switched on separately:

- Letting only the well mass vary gives 62.4 meV, a shift of $-3.9$ meV.
- Letting only the barrier mass vary gives 78.7 meV, a shift of $+12.4$ meV.
- The separate shifts sum to $+8.5$ meV. The joint shift is $+6.2$ meV, so $-2.3$ meV comes from their interplay in the nonlinear condition (11).

The size of the barrier part reflects the masses at the two-band level. The well mass has risen to $1.18\,m^*$, an 18% change, whereas the barrier mass is $1.68\,m^*$, about half its edge value.

Higher up the balance reverses. For $n=2$ the two-band and parabolic levels are 0.233 and 0.285 eV; for $n=3$ they are 0.422 and 0.657 eV. The parabolic excess is 0.052 and then 0.235 eV. Separate grid diagonalizations of the two-band and parabolic wells agree with the roots of (11) to within 0.05 meV, far less than any of these shifts.

The models also differ in the number of bound levels. At $E=V$, $\theta=\pi$, so level $n$ is bound if $k(V)L>(n-1)\pi$. In the two-band model

$$
\frac{k(V)L}{\pi}=\frac{L\sqrt{V(V+E_g)}}{\pi P}
=\frac{10\sqrt{0.7\times1.1}}{0.781\,\pi}\simeq3.6,
$$

which allows $n=1$ to 4. The parabolic model replaces $V+E_g$ by $E_g$ and gives about 2.2, hence three levels. The fourth two-band level lies at 0.613 eV; its parabolic counterpart has been pushed out of the well.

## 6. What an infinitely high wall blocks

With its numbering of the levels, the hard-wall result (7) needs $\theta=0$. In the two-band model

$$
t^2=\frac{E(E+D)}{(V-E)(E+E_g)}.
$$

If $V\to\infty$ at fixed $D$, then $t\to0$ and $c$ vanishes at the wall. The valence envelope stays finite at the wall, but since $\kappa\to\infty$ neither component penetrates the barrier.

If $V$ and $D$ grow together with $V/D\to1$, then $(E+D)/(V-E)\to1$ and

$$
k_nL+2\arctan\sqrt{\frac{E_n}{E_n+E_g}}=n\pi. \tag{13}
$$

The conduction envelope now stays finite at the wall, the wavevector is smaller than $n\pi/L$, and the level is lower. For the 10 nm well the ground state falls from 0.116 to 0.074 eV. The statement "infinite barrier" thus leaves the energy undetermined until the fate of the valence edge is given.

The parabolic comparison needs similar care. Its barrier edge mass $m^*(V+D)/E_g$ grows with $V$. At fixed $D$ its own $t^2$ tends to $E/E_g$, not to zero. The energies $\varepsilon_n$ in Section 3 are therefore those of a parabolic well with $c=0$ imposed at the walls, the same condition as in the two-band well. That choice isolates the well mass. It is not the high-barrier limit of the edge-mass calculation in Section 5.

## 7. Where the correction can be used

Equation (7) is a good first correction when the walls force the conduction envelope nearly to zero and $E_n$ stays well below the distance to the omitted bands. The first condition is strict, and a barrier of a few electronvolts does not meet it: in this model, with $V=3$ eV and $D=0.6$ eV, (7) is still 27% too high for the ground state of the 10 nm well. A deeper barrier valence edge, which a wide-gap barrier usually has, makes this worse: with $V=D=3$ eV, (7) is 60% too high. With finite barriers, (11) is needed, because the penetration term can reverse the sign for the lowest levels. The size of that term rests on (10), which assumes the same $P$ in well and barrier and no remote bands; for a real barrier its mass law inside the gap has to be taken from its own band structure. Band bending in a transistor channel changes the envelope equation itself, since both edges then vary with $x$; the sine solutions are lost, but the local mass $\hbar^2[E-U_v(x)]/2P^2$ can still be used as long as $E$ stays above $U_v(x)$ everywhere. If the bending lifts the valence edge to the level, this mass passes through zero and the conduction state can mix with valence states that lie close to it in energy.

With hard walls, (8) gives the parabolic excess as a fraction $E_n/E_g$ of the two-band level; with finite barriers the change of barrier mass adds a part that is not governed by this ratio. At fixed $P$, (2) gives $m^*\propto E_g$: a narrower gap makes the band-edge mass lighter, which raises the parabolic confinement energy, and at the same time makes the mass grow faster with energy relative to its edge value; the slope $dm_w/dE=\hbar^2/2P^2$ itself does not change. Both changes widen the hard-wall discrepancy. The numerical output below lists the levels and masses at higher precision.

## Numbers as computed

```
gap Eg = 0.400 eV; edge mass m* = 0.025 m0
well width L = 10.0 nm
hbar^2/(2 m*) = 1.52399 eV nm^2; P = 0.78077 eV nm
Hard wall for the conduction component:
 n=1: k = 0.31416 1/nm
  parabolic 0.15041 eV, two-band 0.11649 eV
  grid 0.11649 eV, excess 0.03392 eV
  parabolic/two-band = 1.2912 = level mass / m*
  momentum mass 1.5824 m*, curvature mass 3.963 m*
  valence weight 0.1840; level with momentum mass 0.10021 eV
 n=2: k = 0.62832 1/nm
  parabolic 0.60165 eV, two-band 0.32977 eV
  grid 0.32977 eV, excess 0.27188 eV
  parabolic/two-band = 1.8244 = level mass / m*
  momentum mass 2.6489 m*, curvature mass 18.586 m*
  valence weight 0.3112; level with momentum mass 0.26101 eV
 n=3: k = 0.94248 1/nm
  parabolic 1.35371 eV, two-band 0.56255 eV
  grid 0.56253 eV, excess 0.79116 eV
  parabolic/two-band = 2.4064 = level mass / m*
  momentum mass 3.8128 m*, curvature mass 55.426 m*
  valence weight 0.3689; level with momentum mass 0.42985 eV
limiting level spacing pi P/L = 0.24529 eV
series converges for eps below Eg/4 = 0.100 eV
wide well L = 40 nm: eps_1 = 9.4008 meV
  grid E_1 = 9.1896 meV, first-order formula 9.1798 meV
Finite well: V = 0.70 eV, D = 0.60 eV
  barrier edge mass = 3.250 m*
  bound levels: two-band 4, parabolic 3
  n=1: two-band 0.07252 eV, parabolic 0.06630 eV, two-band minus parabolic +0.00622 eV
  n=2: two-band 0.23314 eV, parabolic 0.28470 eV, two-band minus parabolic -0.05156 eV
  n=3: two-band 0.42189 eV, parabolic 0.65691 eV, two-band minus parabolic -0.23503 eV
  n=4: two-band 0.61271 eV, parabolic unbound
  largest grid difference: two-band 0.049 meV, parabolic 0.022 meV
  masses at n=1: well 1.1813 m*, barrier 1.6813 m*
  n=1, only well mass varies: 0.06239 eV
  n=1, only barrier mass varies: 0.07874 eV
n=1, V and D both infinite, V/D = 1: 0.07357 eV
```
